# Runaway waterwheel vibration of two nearly degenerate modes under bias: test program

```python
"""
Runaway "waterwheel" vibration of two nearly degenerate modes in a junction.

Result under test: for q'' + friction*q' + K q = 0 with
    K = [[w1^2, a], [-a, w2^2]],   a = friction * eV / hbar,
the stiffness eigenvalues become complex at eV = hbar*|delta|/friction and
runaway starts at eV = hbar*sqrt(W^2 + (delta/friction)^2), where
W^2 = (w1^2 + w2^2)/2 and delta = (w1^2 - w2^2)/2.

Electrons: two sites, h = bx*sigma_x + bz*sigma_z, at rest bx = -hopping, bz = 0;
left lead on site 1, right lead on site 2, each of width Gamma (wide band);
zero temperature, chemical potentials +eV/2 and -eV/2, two spins.
Mode 1 shifts bz by kappa*q1, mode 2 shifts bx by kappa*q2.
Energies are in eV and hbar = 1 inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, root

SPIN = 2.0
IDENTITY = np.eye(2)
SIGMA_X = np.array([[0.0, 1.0], [1.0, 0.0]])
SIGMA_Z = np.diag([1.0, -1.0])
COUPLINGS = [SIGMA_Z, SIGMA_X]          # order: mode 1, mode 2
LEADS = [np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]
NODES, WEIGHTS = np.polynomial.legendre.leggauss(160)
HBAR_EV_S = const.hbar / const.e


def hamiltonian(bz, bx):
    return bz * SIGMA_Z + bx * SIGMA_X


def resolvent(z, h):
    return np.linalg.inv(z[:, None, None] * IDENTITY - h)


def occupied_grid(mu, width):
    """Quadrature for energies from minus infinity to mu."""
    energy = mu - 0.5 * width * (1 + NODES) / (1 - NODES)
    return energy, WEIGHTS * width / (1 - NODES) ** 2


def polarization(bz, bx, bias, width):
    """Expectation values of sigma_z and sigma_x, both spins, from quadrature."""
    h = hamiltonian(bz, bx)
    density = np.zeros((2, 2), complex)
    for lead, mu in zip(LEADS, (bias / 2, -bias / 2)):
        energy, weight = occupied_grid(mu, width)
        g = resolvent(energy + 0.5j * width, h)
        spectral = g @ (width * lead) @ g.conj().transpose(0, 2, 1)
        density += np.einsum('n,nij->ij', weight, spectral) / (2 * np.pi)
    return SPIN * np.array([np.trace(m @ density).real for m in COUPLINGS])


def force_response(omega, h, bias, width):
    """Force amplitudes for displacements exp(-i*omega*t), unit coupling."""
    result = np.zeros((2, 2), complex)
    for lead, mu in zip(LEADS, (bias / 2, -bias / 2)):
        energy, weight = occupied_grid(mu, width)
        g_ret = resolvent(energy + 0.5j * width, h)
        g_adv = resolvent(energy - 0.5j * width, h)
        filled = g_ret @ (width * lead) @ g_adv
        g_up = resolvent(energy + omega + 0.5j * width, h)
        g_down = resolvent(energy - omega - 0.5j * width, h)
        for j, m_j in enumerate(COUPLINGS):
            change = g_up @ m_j @ filled + filled @ m_j @ g_down
            total = np.einsum('n,nij->ij', weight, change) / (2 * np.pi)
            for i, m_i in enumerate(COUPLINGS):
                result[i, j] -= SPIN * np.trace(m_i @ total)
    return result


def stiffness_odd_in_bias(hopping, bias, width, step=1e-3):
    """Part of -dF_i/dq_j odd in bias, unit coupling, by central differences."""
    matrix = np.zeros((2, 2))
    for j in range(2):
        shift = step * np.eye(2)[j]
        for sign_v in (1, -1):
            up = polarization(shift[0], -hopping + shift[1], sign_v * bias, width)
            down = polarization(-shift[0], -hopping - shift[1], sign_v * bias, width)
            matrix[:, j] += sign_v * (up - down) / (4 * step)
    return matrix


# ---------------- chosen parameters ----------------
w1, w2 = 20.025e-3, 19.975e-3
Gamma = 2.0
hopping = Gamma / 2
g_coupling = 0.050
mean_w = np.sqrt((w1**2 + w2**2) / 2)
delta = (w1**2 - w2**2) / 2
kappa2 = 2 * mean_w * g_coupling**2

# ---------------- derived formulas ----------------
friction = 8 * mean_w * g_coupling**2 / (np.pi * Gamma**2)
bias_complex = abs(delta) / friction
bias_runaway = np.sqrt(mean_w**2 + (delta / friction) ** 2)

# ---------------- test: bias-linear force matrix ----------------
probe_bias = 0.020
half = Gamma / 2
for t_test in (0.6, hopping):
    numeric = stiffness_odd_in_bias(t_test, probe_bias, Gamma)
    n_cubed = (t_test**2 + half**2) ** 3
    anti = SPIN * 4 * half**3 * t_test * probe_bias / (np.pi * n_cubed)
    sym = (SPIN * 2 * half * t_test * (half**2 - t_test**2)
           * probe_bias / (np.pi * n_cubed))
    anti_num = (numeric[0, 1] - numeric[1, 0]) / 2
    sym_num = (numeric[0, 1] + numeric[1, 0]) / 2
    # remainder is of relative order (bias/Gamma)^2
    assert abs(anti_num / anti - 1) < 2e-3
    assert abs(sym_num - sym) < 2e-3 * anti
    assert np.max(np.abs(np.diag(numeric))) < 2e-3 * anti
anti_per_bias = kappa2 * anti_num / probe_bias
sym_to_anti = sym_num / anti_num

# ---------------- test: work around a closed loop ----------------
radius = 0.02
angles = 2 * np.pi * np.arange(24) / 24
loop_work = 0.0
for angle in angles:
    pol = polarization(radius * np.cos(angle), -hopping + radius * np.sin(angle),
                       probe_bias, Gamma)
    tangent = radius * np.array([-np.sin(angle), np.cos(angle)])
    loop_work -= pol @ tangent * 2 * np.pi / len(angles)
area_law = 2 * (friction * probe_bias / kappa2) * np.pi * radius**2
assert abs(loop_work / area_law - 1) < 5e-3

# ---------------- test: friction from dynamic response ----------------
h_rest = hamiltonian(0.0, -hopping)


def velocity_matrix(bias, small=1e-3):
    diff = (force_response(small, h_rest, bias, Gamma)
            - force_response(-small, h_rest, bias, Gamma))
    return (kappa2 * diff / (2j * small)).real


friction_matrix = velocity_matrix(0.0)
assert np.max(np.abs(friction_matrix / friction - IDENTITY)) < 1e-3
friction_num = np.trace(friction_matrix) / 2
velocity_at_run = velocity_matrix(bias_runaway) / friction
berry_ratio = (velocity_at_run[0, 1] - velocity_at_run[1, 0]) / 2
assert np.max(np.abs(velocity_at_run - IDENTITY)) < 0.1


# ---------------- test: thresholds from numerical eigenproblems ----------------
def stiffness(bias, split=delta):
    a = anti_per_bias * bias
    return np.array([[mean_w**2 + split, a], [-a, mean_w**2 - split]])


def modes(bias, split=delta):
    companion = np.block([[np.zeros((2, 2)), IDENTITY],
                          [-stiffness(bias, split), -friction_num * IDENTITY]])
    return np.linalg.eig(companion)


def largest_rate(bias, split=delta):
    return modes(bias, split)[0].real.max()


low, high = 0.0, 0.1
for _ in range(50):
    middle = (low + high) / 2
    if np.max(np.abs(np.linalg.eigvals(stiffness(middle)).imag)) > 0:
        high = middle
    else:
        low = middle
complex_num = high
runaway_num = brentq(largest_rate, complex_num * 1.001, 0.1)
degenerate_num = brentq(lambda v: largest_rate(v, 0.0), 1e-3, 0.1)
assert abs(complex_num / bias_complex - 1) < 2e-3
assert abs(runaway_num / bias_runaway - 1) < 2e-3
assert abs(degenerate_num / mean_w - 1) < 2e-3

bias_between, bias_above = 0.034, 0.050
assert bias_complex < bias_between < bias_runaway < bias_above
rate_between = largest_rate(bias_between)
rate_above = largest_rate(bias_above)
assert rate_between < 0 < rate_above
beta_above = np.sqrt((friction * bias_above) ** 2 - delta**2)
rate_formula = beta_above / (2 * mean_w) - friction / 2
assert abs(rate_above / rate_formula - 1) < 1e-2


def growing_orbit(bias):
    """q2/q1 of the growing solution that varies as exp(+i*W*t)."""
    values, vectors = modes(bias)
    pick = np.argmax(np.where(values.imag > 0, values.real, -np.inf))
    return vectors[1, pick] / vectors[0, pick]


orbit = growing_orbit(bias_above)
orbit_formula = -(delta + 1j * beta_above) / (friction * bias_above)
assert abs(orbit - orbit_formula) < 5e-3
assert abs(abs(orbit) - 1) < 1e-6
assert growing_orbit(-bias_above).imag * orbit.imag < 0


# ---------------- test: full dynamic response, no slow-motion expansion ----------
def full_determinant(omega, bias, width, relax):
    k2 = kappa2 * (width / Gamma) ** 2        # keeps the friction unchanged
    t = width / 2
    h0 = hamiltonian(0.0, -t)
    bare = np.diag([w1**2, w2**2]) + k2 * force_response(0.0, h0, 0.0, width)
    h = h0
    if relax:
        push = -(polarization(0.0, -t, bias, width)
                 - polarization(0.0, -t, 0.0, width))
        static = (bare - k2 * force_response(0.0, h0, bias, width)).real
        shift = k2 * np.linalg.solve(static, push)
        h = hamiltonian(shift[0], -t + shift[1])
    dynamic = bare - k2 * force_response(omega, h, bias, width)
    return np.linalg.det(dynamic - omega**2 * IDENTITY) / (friction * mean_w) ** 2


def full_threshold(width, relax):
    def equations(x):
        value = full_determinant(mean_w + friction * x[0], bias_runaway * x[1],
                                 width, relax)
        return [value.real, value.imag]
    solution = root(equations, [0.0, 1.0], tol=1e-9)
    assert np.max(np.abs(equations(solution.x))) < 1e-5
    return bias_runaway * solution.x[1]


runaway_full = full_threshold(Gamma, True)
runaway_fixed = full_threshold(Gamma, False)
runaway_wide = full_threshold(4 * Gamma, False)
# neglected terms are of relative order bias/Gamma and W/Gamma
assert abs(runaway_full / bias_runaway - 1) < 0.05
assert abs(runaway_wide / bias_runaway - 1) < 0.5 * abs(runaway_fixed / bias_runaway - 1)


def growth_equations(x):
    omega = mean_w + friction * (x[0] + 1j * x[1])
    value = full_determinant(omega, bias_above, Gamma, True)
    return [value.real, value.imag]


growth_solution = root(growth_equations, [0.0, rate_formula / friction], tol=1e-9)
assert np.max(np.abs(growth_equations(growth_solution.x))) < 1e-5
rate_full = friction * growth_solution.x[1]
assert abs(rate_full / rate_formula - 1) < 0.10

# ---------------- current at the threshold ----------------
energies = np.linspace(-bias_runaway / 2, bias_runaway / 2, 201)
g_window = resolvent(energies + 0.5j * Gamma, h_rest)
transmission = Gamma**2 * np.abs(g_window[:, 0, 1]) ** 2
average_transmission = np.trapezoid(transmission, energies) / bias_runaway \
    if hasattr(np, "trapezoid") else np.trapz(transmission, energies) / bias_runaway
current = 2 * const.e**2 / const.h * average_transmission * bias_runaway
assert abs(average_transmission - 1) < 1e-3

per_ns = 1e-9 / HBAR_EV_S
print(f"Mode quantum hbar*w1: {w1*1e3:.3f} meV")
print(f"Mode quantum hbar*w2: {w2*1e3:.3f} meV")
print(f"Mean quantum hbar*W: {mean_w*1e3:.4f} meV")
print(f"Lead width Gamma: {Gamma:.2f} eV")
print(f"Hopping t: {hopping:.2f} eV")
print(f"Electron-vibration coupling g: {g_coupling*1e3:.1f} meV")
print(f"hbar^2*delta: {delta*1e6:.4f} meV^2")
print(f"Friction hbar*gamma, formula: {friction*1e3:.5f} meV")
print(f"Friction hbar*gamma, dynamic response: {friction_num*1e3:.5f} meV")
print(f"Friction rate gamma: {friction*per_ns:.3f} 1/ns")
print(f"Antisymmetric force a/(gamma*eV/hbar), quadrature: {anti_per_bias/friction:.5f}")
print(f"Symmetric/antisymmetric bias-linear force: {sym_to_anti:.1e}")
print(f"Loop work / (2a * area): {loop_work/area_law:.5f}")
print(f"Bias for complex stiffness eigenvalues, formula: {bias_complex*1e3:.3f} mV")
print(f"Bias for complex stiffness eigenvalues, numerical: {complex_num*1e3:.3f} mV")
print(f"Runaway bias, formula: {bias_runaway*1e3:.3f} mV")
print(f"Runaway bias, 4x4 eigenproblem: {runaway_num*1e3:.3f} mV")
print(f"Runaway bias for equal frequencies, numerical: {degenerate_num*1e3:.3f} mV")
print(f"Runaway bias, full response, relaxed: {runaway_full*1e3:.3f} mV")
print(f"Runaway bias, full response, fixed geometry: {runaway_fixed*1e3:.3f} mV")
print(f"Same with Gamma four times larger: {runaway_wide*1e3:.3f} mV")
print(f"Berry force coefficient / friction at runaway: {berry_ratio:.5f}")
print(f"Mean transmission in bias window: {average_transmission:.6f}")
print(f"Current at runaway bias: {current*1e6:.3f} microampere")
print(f"Largest rate Re s at {bias_between*1e3:.0f} mV: {rate_between*per_ns:.3f} 1/ns")
print(f"Largest rate Re s at {bias_above*1e3:.0f} mV: {rate_above*per_ns:.3f} 1/ns")
print(f"Growth formula at {bias_above*1e3:.0f} mV: {rate_formula*per_ns:.3f} 1/ns")
print(f"Growth, full response, at {bias_above*1e3:.0f} mV: {rate_full*per_ns:.3f} 1/ns")
print(f"beta/(gamma*W) at {bias_above*1e3:.0f} mV: {beta_above/(friction*mean_w):.4f}")
print(f"Orbit amplitude ratio |q2/q1| at {bias_above*1e3:.0f} mV: {abs(orbit):.5f}")
print(f"Orbit phase of q2/q1 at {bias_above*1e3:.0f} mV: {np.degrees(np.angle(orbit)):.2f} degrees")
print("no test failed")
```

Output:

```
Mode quantum hbar*w1: 20.025 meV
Mode quantum hbar*w2: 19.975 meV
Mean quantum hbar*W: 20.0000 meV
Lead width Gamma: 2.00 eV
Hopping t: 1.00 eV
Electron-vibration coupling g: 50.0 meV
hbar^2*delta: 1.0000 meV^2
Friction hbar*gamma, formula: 0.03183 meV
Friction hbar*gamma, dynamic response: 0.03183 meV
Friction rate gamma: 48.360 1/ns
Antisymmetric force a/(gamma*eV/hbar), quadrature: 1.00002
Symmetric/antisymmetric bias-linear force: 1.8e-05
Loop work / (2a * area): 1.00002
Bias for complex stiffness eigenvalues, formula: 31.416 mV
Bias for complex stiffness eigenvalues, numerical: 31.415 mV
Runaway bias, formula: 37.242 mV
Runaway bias, 4x4 eigenproblem: 37.241 mV
Runaway bias for equal frequencies, numerical: 20.000 mV
Runaway bias, full response, relaxed: 37.466 mV
Runaway bias, full response, fixed geometry: 37.457 mV
Same with Gamma four times larger: 37.296 mV
Berry force coefficient / friction at runaway: -0.00001
Mean transmission in bias window: 1.000000
Current at runaway bias: 2.886 microampere
Largest rate Re s at 34 mV: -8.459 1/ns
Largest rate Re s at 50 mV: 22.849 1/ns
Growth formula at 50 mV: 22.847 1/ns
Growth, full response, at 50 mV: 22.308 1/ns
beta/(gamma*W) at 50 mV: 1.9449
Orbit amplitude ratio |q2/q1| at 50 mV: 1.00000
Orbit phase of q2/q1 at 50 mV: -128.93 degrees
no test failed
```
